# Merging of the Outer Resonance Lines of a Spin-3/2 Silicon Vacancy, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The three lines to first order

### Definitions and conventions

A negatively charged silicon vacancy in silicon carbide has an electronic ground state of spin $S=3/2$. Its surroundings are taken to be axially symmetric about the crystal's $c$ axis, which is the $z$ axis here. The spin operators $S_x,S_y,S_z$ are dimensionless, with $[S_x,S_y]=iS_z$ and cyclic permutations, and

$$S_x^2+S_y^2+S_z^2=S(S+1)=\tfrac{15}{4}.$$

A number standing alone in an operator equation multiplies the unit operator.

A static magnetic field of strength $B$ points along the unit vector $\mathbf n$, at an angle $\theta$ from the $c$ axis. Axial symmetry allows the $x$ axis to be chosen so that the field lies in the $xz$ plane:

$$\mathbf n=\sin\theta\,\hat{\mathbf x}+\cos\theta\,\hat{\mathbf z},\qquad S_n=\sin\theta\,S_x+\cos\theta\,S_z .$$

The magnetic moment of the electrons is opposite to their spin, $\boldsymbol\mu=-g\mu_B\mathbf S$, where $g$ is assumed to be the same for all field directions. The energy $-\boldsymbol\mu\cdot\mathbf B$ is therefore $+\omega S_n$, with

$$\omega=g\mu_B B>0 .$$

In atomic units $\hbar=1$ and $\mu_B=1/2$, so $\omega=gB/2$. Frequencies and energies then have the same unit, and a resonance may be named by its energy.

The spin also has an energy that depends on its orientation relative to the crystal, even without a field. For axial symmetry its quadratic form is $D(S_z^2-\tfrac54)$. The constant $\tfrac54=S(S+1)/3$ makes the trace vanish and moves all levels together, so it has no effect on any resonance. The Hamiltonian is

$$H=H_0+V,\qquad H_0=\omega S_n,\qquad V=D\left(S_z^2-\tfrac54\right). \tag{1}$$

At zero field the states with $S_z=\pm\tfrac32$ have energy $D(\tfrac94-\tfrac54)=D$, and those with $S_z=\pm\tfrac12$ have energy $D(\tfrac14-\tfrac54)=-D$. The zero-field splitting is thus $2|D|$, and $D$ may have either sign.

A strong field means $|D|\ll\omega$. The levels then carry the label $m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$, the eigenvalue of $S_n$ in the state from which each level grows as $D$ is turned on. The three resonance energies between neighbouring levels are

$$\nu_+=E_{3/2}-E_{1/2},\qquad \nu_0=E_{1/2}-E_{-1/2},\qquad \nu_-=E_{-1/2}-E_{-3/2}.$$

The lines $\nu_+$ and $\nu_-$ are called the outer lines, and $\nu_0$ the central line. These names refer to the levels involved and are kept even at angles where the lines lie on top of one another. The abbreviation

$$f(\theta)=3\cos^2\theta-1$$

is used throughout.

### Theorem 1

Let $H$ be given by (1), with $D\ne0$ and $|D|\ll\omega$. To first order in $D$,

$$\nu_+=\omega+Df(\theta),\qquad \nu_0=\omega,\qquad \nu_-=\omega-Df(\theta). \tag{2}$$

Between $0^\circ$ and $90^\circ$ the outer lines coincide at one angle,

$$\theta_0=\arccos\frac1{\sqrt3}=54.7356^\circ .$$

To this order the central line passes through the same point.

The proof needs three facts: how a small term changes a nondegenerate level, the mean value of $S_z^2$ in a state quantized along the field, and which transitions a microwave field can drive.

### Lemma 1: the first-order energy

The eigenstates of $H_0$ satisfy $H_0|m\rangle=m\omega|m\rangle$. Neighbouring levels are $\omega$ apart, so no two coincide. To keep track of orders, replace $V$ by $\lambda V$, and set $\lambda=1$ at the end. Write the state as $|m\rangle+\lambda|m^{(1)}\rangle+\dots$ and the energy as $m\omega+\lambda E_m^{(1)}+\dots$. The terms of the Schrödinger equation proportional to $\lambda$ are

$$H_0|m^{(1)}\rangle+V|m\rangle=m\omega|m^{(1)}\rangle+E_m^{(1)}|m\rangle. \tag{3}$$

Take the scalar product with $\langle m|$. Because $H_0$ is Hermitian, $\langle m|H_0|m^{(1)}\rangle=m\omega\langle m|m^{(1)}\rangle$. This cancels the first term on the right, leaving

$$E_m^{(1)}=\langle m|V|m\rangle. \tag{4}$$

The expansion starts from a definite state $|m\rangle$ because the level is nondegenerate. At zero field this would fail, since the starting levels would all coincide. What must be small is an off-diagonal element of $V$, of order $D$, compared with a level distance, of order $\omega$. This is the meaning of the condition $|D|\ll\omega$. $\square$

### Lemma 2: the mean value of the zero-field term

For every $m$ and every field direction,

$$\langle m|S_z^2-\tfrac54|m\rangle=\tfrac12(3\cos^2\theta-1)\left(m^2-\tfrac54\right). \tag{5}$$

**Proof.** Introduce a unit vector perpendicular to the field and lying in the same plane as the field and the $c$ axis:

$$\mathbf p=\cos\theta\,\hat{\mathbf x}-\sin\theta\,\hat{\mathbf z}.$$

Then

$$\cos\theta\,\mathbf n-\sin\theta\,\mathbf p=(\cos^2\theta+\sin^2\theta)\hat{\mathbf z}=\hat{\mathbf z},$$

because the two $\hat{\mathbf x}$ parts cancel. Hence

$$S_z=\cos\theta\,S_n-\sin\theta\,S_p .$$

Squaring must preserve the order of the operators, which do not commute:

$$S_z^2=\cos^2\theta\,S_n^2+\sin^2\theta\,S_p^2-\sin\theta\cos\theta\,(S_nS_p+S_pS_n). \tag{6}$$

The vectors $\mathbf p,\hat{\mathbf y},\mathbf n$ form a right-handed set, since

$$\mathbf p\times\hat{\mathbf y}=\cos\theta\,\hat{\mathbf z}+\sin\theta\,\hat{\mathbf x}=\mathbf n .$$

The spin components along them therefore obey the usual relations,

$$[S_p,S_y]=iS_n,\qquad [S_y,S_n]=iS_p,\qquad [S_n,S_p]=iS_y .$$

Define $S_\pm=S_p\pm iS_y$. Then $[S_n,S_\pm]=\pm S_\pm$, which means that $S_\pm$ changes $m$ by $\pm1$. Its size follows from

$$S_-S_+=S_p^2+S_y^2+i[S_p,S_y]=\tfrac{15}{4}-S_n^2-S_n,$$

and from the corresponding product $S_+S_-=\tfrac{15}{4}-S_n^2+S_n$. With the usual choice of phases,

$$S_\pm|m\rangle=\sqrt{\tfrac{15}{4}-m(m\pm1)}\;|m\pm1\rangle. \tag{7}$$

Since $S_p=(S_++S_-)/2$ always changes $m$, its diagonal elements vanish. The mixed term in (6) then has no diagonal element either:

$$\langle m|S_nS_p+S_pS_n|m\rangle=2m\langle m|S_p|m\rangle=0 .$$

For the square,

$$S_p^2=\tfrac14\left(S_+^2+S_-^2+S_+S_-+S_-S_+\right).$$

The first two terms change $m$ by two and drop out of the mean value. The other two add up to $2(\tfrac{15}{4}-S_n^2)$, so

$$\langle m|S_p^2|m\rangle=\tfrac12\left(\tfrac{15}{4}-m^2\right).$$

Insert these results into (6), and write $c=\cos\theta$:

$$\begin{aligned}
\langle m|S_z^2-\tfrac54|m\rangle
&=c^2m^2+\tfrac12(1-c^2)\left(\tfrac{15}{4}-m^2\right)-\tfrac54\\
&=\tfrac12(3c^2-1)m^2+\tfrac{15}{8}-\tfrac{15}{8}c^2-\tfrac{10}{8}\\
&=\tfrac12(3c^2-1)m^2-\tfrac58(3c^2-1).
\end{aligned}$$

Taking out the common factor gives (5). $\square$

The result has a simple meaning in terms of precession. Under $H_0$ alone, the Heisenberg equations are $\dot S_p=i\omega[S_n,S_p]=-\omega S_y$ and $\dot S_y=\omega S_p$. The perpendicular component evolves as

$$S_p(t)=S_p\cos\omega t-S_y\sin\omega t ,$$

while $S_n$ is constant. Averaged over one period, the mixed term in (6) vanishes and $S_p^2$ becomes $\tfrac12(S_p^2+S_y^2)$. A strong field makes the spin precess much faster than the zero-field term can act, so only the average of that term remains to first order. At $\theta_0$ the average of $S_z^2$ is the constant $\tfrac54$, whatever the value of $m$. The zero-field term is still present, but its average no longer distinguishes the levels.

### Lemma 3: the allowed transitions

To zeroth order in $D/\omega$, an oscillating magnetic field perpendicular to $\mathbf n$ drives transitions with $\Delta m=\pm1$ and no others. The squared matrix elements for $\nu_-,\nu_0,\nu_+$ are $\tfrac34,1,\tfrac34$.

**Proof.** Let the microwave field be along $y$. It adds a term $W(t)=2w_1S_y\cos\nu t$, where $w_1$ is small. In first-order time-dependent perturbation theory, the amplitude for reaching $|m'\rangle$ from $|m\rangle$ is

$$a(t)=-2iw_1\langle m'|S_y|m\rangle\int_0^t e^{i(E_{m'}-E_m)t'}\cos\nu t'\,dt' .$$

The integral grows steadily with time when $\nu=|E_{m'}-E_m|$, which is the resonance condition. The probability contains the squared matrix element. From $S_y=(S_+-S_-)/(2i)$ and (7),

$$|\langle m+1|S_y|m\rangle|^2=\tfrac14\left[\tfrac{15}{4}-m(m+1)\right].$$

For $m=-\tfrac32,-\tfrac12,\tfrac12$ the square brackets equal $3,4,3$, which gives the stated values. A field along $\mathbf p$ contains $(S_++S_-)/2$ in place of $S_y$ and gives the same squares. $\square$

### Proof of Theorem 1

The factor $m^2-\tfrac54$ is $+1$ for $m=\pm\tfrac32$ and $-1$ for $m=\pm\tfrac12$. Equations (4) and (5) therefore give

$$\begin{aligned}
E_{3/2}&=\tfrac32\omega+\tfrac12Df, & E_{1/2}&=\tfrac12\omega-\tfrac12Df,\\
E_{-1/2}&=-\tfrac12\omega-\tfrac12Df, & E_{-3/2}&=-\tfrac32\omega+\tfrac12Df.
\end{aligned}$$

By Lemma 3, the lines are the differences between neighbours:

$$\nu_+=\omega+\tfrac12Df+\tfrac12Df=\omega+Df,$$

$$\nu_0=\omega-\tfrac12Df+\tfrac12Df=\omega,$$

$$\nu_-=\omega-\tfrac12Df-\tfrac12Df=\omega-Df.$$

The signed separation of the outer lines is

$$\nu_+-\nu_-=2D(3\cos^2\theta-1). \tag{8}$$

Because $D\ne0$, it vanishes when $\cos^2\theta=\tfrac13$, or equivalently $\tan\theta=\sqrt2$. On the interval from $0^\circ$ to $90^\circ$, $\cos^2\theta$ falls steadily from 1 to 0, so there is one solution, $\theta_0=54.7356^\circ$. $\square$

### Remarks on the first-order pattern

With the field along the $c$ axis, $f=2$ and the outer lines lie at $\omega\pm2D$. At right angles to the axis, $f=-1$ and they lie at $\omega\mp D$. The pattern is half as wide, and the outer lines have exchanged sides. The crossing at $\theta_0$ is where this exchange happens.

Reversing the field replaces $\theta$ by $180^\circ-\theta$ and leaves $\cos^2\theta$ unchanged. If all directions are considered, the merging directions form a double cone about the $c$ axis.

Changing the sign of $D$ exchanges the positions of $\nu_+$ and $\nu_-$. The set of line positions therefore does not reveal the sign of $D$. This remains true beyond first order: reversing all spin components turns $-H$ into the same Hamiltonian with $-D$ in place of $D$, so the two spectra are mirror images and have the same level distances.

Many spectrometers keep the microwave energy $\nu$ fixed and sweep the field. Setting each outer line in (2) equal to $\nu$ gives the resonance fields

$$B_\pm=\frac{\nu\mp Df(\theta)}{g\mu_B}.$$

They merge at the same angle. The order of the two lines on the field scale is opposite to their order on the energy scale, because a line with a larger zero-field contribution needs less magnetic energy.

### A numerical example

Take $D=0.15$ µeV, $g=2.00$ and $B=0.30$ T. The Bohr magneton is 57.88 µeV/T, so

$$\omega=2.00\times57.88\times0.30=34.73\ \text{µeV},\qquad \frac D\omega=\frac{0.15}{34.73}=0.0043 .$$

The strong-field condition is well met. At $\theta=0^\circ$ the outer lines are displaced from $\omega$ by $\pm2D=\pm0.30$ µeV. Their separation is $4D=0.60$ µeV, or 145 MHz after division by Planck's constant. At $30^\circ$, $f=3\times0.75-1=1.25$, and the displacements are $\pm0.1875$ µeV. At $70^\circ$, $f=-0.649$, and $\nu_+$ now lies below $\omega$ by 0.0974 µeV. At $90^\circ$ the displacement of $\nu_+$ is $-0.15$ µeV.

Near $\theta_0$ the separation changes almost linearly with angle. Differentiating (8) gives

$$\frac{d}{d\theta}(\nu_+-\nu_-)=-12D\sin\theta\cos\theta .$$

At $\theta_0$, $\cos\theta=1/\sqrt3$ and $\sin\theta=\sqrt{2/3}$, whose product is $\sqrt2/3$. For a small error $\delta$ in the angle, measured in radians,

$$|\nu_+-\nu_-|\simeq4\sqrt2\,|D\delta|. \tag{9}$$

One degree is 0.01745 rad, so (9) gives $5.657\times0.15\times0.01745=0.0148$ µeV. One degree of misalignment thus restores about one fortieth of the separation found at $\theta=0^\circ$.

## Part II. Beyond first order, and the limits of the model

### Symbols and results carried over

The Hamiltonian is $H=\omega S_n+Dq$, with $q=S_z^2-\tfrac54$, spin $\tfrac32$, and the field at angle $\theta$ from the $c$ axis in the $xz$ plane. The Zeeman energy is $\omega=g\mu_BB$. Write $c=\cos\theta$, $s=\sin\theta$ and $f=3c^2-1$. The states $|m\rangle$ are eigenstates of $S_n$. The operator $S_p$ is the spin component perpendicular to the field in the plane of the field and the $c$ axis, and $S_\pm=S_p\pm iS_y$ raise and lower $m$. To first order the lines are $\nu_\pm=\omega\pm Df$ and $\nu_0=\omega$, so all three meet at $\theta_0=54.7356^\circ$. The example has $D=0.15$ µeV and $\omega=34.73$ µeV.

Two questions remain. One is whether the three lines still coincide when higher orders are included. The other is whether the outer pair still merges, and at what angle.

### Theorem 2: the second-order shifts

To second order in $D$, both outer lines move by the same amount,

$$\delta\nu_+=\delta\nu_-=\frac{6D^2}{\omega}c^2s^2, \tag{10}$$

while the central line moves by

$$\delta\nu_0=\frac{D^2}{\omega}\left(-6c^2s^2+\tfrac34s^4\right). \tag{11}$$

To first order in $D$, all three lines meet at $\theta_0=54.7356^\circ$. It remains to prove the second-order shifts stated in Theorem 2, to find whether and where the outer pair merges beyond first order, and to examine the limits of the model.

Numbers in the example were calculated in double precision.
